# Thermionic emission over a laterally uniform barrier in d dimensions

## Definitions and conventions

A conductor of dimension $d=1$, 2 or 3 emits electrons in the $+x$ direction over a barrier. The other $d-1$ directions run along the contact. The current density $J_d$ is the magnitude of the one-way current per unit contact size: A/cm² for a bulk contact, A/cm for the edge of a sheet, and A for a wire.

Energies are measured from the bottom of the emitter band. The Fermi level is $\mu$, the barrier top is $V_b\ge 0$, and the barrier height is measured from the Fermi level,

$$\Phi=V_b-\mu .$$

The elementary charge is $q>0$, and $h=2\pi\hbar$. The number $g$ counts the spin and valley states at each wavevector. The transverse wavevector is $\mathbf k_\perp$, with $d-1$ components.

A *flat* barrier is one that is the same at every point along the contact. Its potential may still vary with $x$.

**Assumptions.**

1. The band is parabolic and isotropic, $E=\hbar^2k^2/2m$, with the same $m$ up to the barrier top.
2. The barrier is flat, so $\mathbf k_\perp$ is conserved. An electron moving towards the barrier escapes if its longitudinal energy $E_x=\hbar^2k_x^2/2m$ exceeds $V_b$, and is turned back otherwise.
3. The emitter is in equilibrium at temperature $T$, with occupation $f(E)=1/(e^{(E-\mu)/k_BT}+1)$.
4. The barrier is high: $\Phi\gg k_BT$.
5. $\Phi$, $m$ and $g$ do not depend on $T$.

## Theorem

Under assumptions 1–4, to leading order in $e^{-\Phi/k_BT}$,

$$J_d=g\,\frac{q k_BT}{h}\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{(d-1)/2}e^{-\Phi/k_BT}. \tag{1}$$

With assumption 5, the factor in front of the exponential is proportional to $T^{(d+1)/2}$.

## Lemma 1: the flux integral

$$J_d=gq\int_{k_x>0,\;E_x>V_b}\frac{d^dk}{(2\pi)^d}\,v_x f(E),\qquad v_x=\frac{\hbar k_x}{m}. \tag{2}$$

**Proof.** There are $g\,d^dk/(2\pi)^d$ states per unit volume in the element $d^dk$, and a fraction $f$ of them is filled. In a time $dt$, the electrons that reach a unit of contact lie within a distance $v_x\,dt$ of it. Their number is the density times $v_x\,dt$. Dividing by $dt$, multiplying by $q$ and summing over the states that escape gives (2). ∎

## Lemma 2: the longitudinal factor

With $k_b=\sqrt{2mV_b}/\hbar$,

$$\int_{k_b}^{\infty}\frac{dk_x}{2\pi}\,\frac{\hbar k_x}{m}\,e^{-(E_x-\mu)/k_BT}=\frac{k_BT}{h}\,e^{-\Phi/k_BT}. \tag{3}$$

**Proof.** From $E_x=\hbar^2k_x^2/2m$ follows $dE_x=(\hbar^2k_x/m)\,dk_x$, so $v_x\,dk_x=dE_x/\hbar$. The left side becomes

$$\frac{1}{2\pi\hbar}\int_{V_b}^{\infty}dE_x\,e^{-(E_x-\mu)/k_BT}=\frac{1}{h}\,k_BT\,e^{-(V_b-\mu)/k_BT},$$

and $V_b-\mu=\Phi$. ∎

The mass has dropped out: the velocity cancels the one-dimensional density of states. This direction supplies one full power of $T$, the width of the energy window above the barrier.

## Lemma 3: each transverse factor

$$\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-\hbar^2k^2/2mk_BT}=\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{1/2}. \tag{4}$$

**Proof.** Use $\int e^{-ak^2}dk=\sqrt{\pi/a}$ with $a=\hbar^2/2mk_BT$. The left side is

$$\frac{1}{2\pi}\sqrt{\frac{2\pi mk_BT}{\hbar^2}}=\sqrt{\frac{2\pi mk_BT}{4\pi^2\hbar^2}}=\sqrt{\frac{mk_BT}{2\pi\hbar^2}}.\qquad ∎$$

No velocity appears here, so a transverse direction supplies half a power of $T$, the thermal width in wavevector.

## Proof of the theorem

Write $\eta=(E-\mu)/k_BT$. Then

$$f=\frac{e^{-\eta}}{1+e^{-\eta}},\qquad e^{-\eta}(1-e^{-\eta})\le f\le e^{-\eta},$$

since $1-y\le 1/(1+y)\le1$ for $y\ge0$. Every escaping electron has $E\ge V_b$, hence $\eta\ge\Phi/k_BT$. Replacing $f$ by $e^{-\eta}$ therefore changes the integral by a relative amount of at most $e^{-\Phi/k_BT}$, which assumption 4 makes small.

The energy is a sum, $E=E_x+\hbar^2k_\perp^2/2m$, so the exponential is a product. The escape condition restricts $k_x$ alone. The integral (2) is thus $gq$ times the factor (3) times $d-1$ factors (4), which is (1). The powers of $T$ add to

$$1+\frac{d-1}{2}=\frac{d+1}{2}.\qquad ∎$$

**Corollary ($d=3$).** With $\hbar^2=h^2/4\pi^2$, the transverse factor is $mk_BT/2\pi\hbar^2=2\pi mk_BT/h^2$. For one valley with two spin states, $g=2$ and

$$J_3=2\,\frac{qk_BT}{h}\,\frac{2\pi mk_BT}{h^2}\,e^{-\Phi/k_BT}=A\,T^2e^{-\Phi/k_BT},\qquad A=\frac{4\pi qmk_B^2}{h^3}.$$

This is the Richardson law. For the free-electron mass, $A=120.17$ A/(cm² K²). A sheet has $T^{3/2}$, and a wire has $T$ with the mass-free prefactor $gqk_BT/h$.

**Direct integration.** Equation (2) was also integrated numerically over $k$-space with the full Fermi occupation, for $V_b=0.30$ eV and $\Phi=0.60$ eV at 300 K and 360 K. Dividing out the exponential leaves powers of 1.00000, 1.50000 and 2.00000 for $d=1,2,3$.

## Remark 1: why the band depth drops out

Equation (1) contains $\Phi$ but not $V_b$ separately. In equilibrium the occupation depends on total energy, wherever the electron is and however often it has scattered. One may therefore count the flux at the barrier top itself, where the local band bottom lies $\Phi$ above the Fermi level. This is why the result applies to a semiconductor whose band bends slowly upward towards a metal.

At zero bias an equal flow returns from the metal. A small forward voltage $V$ raises the emitter's Fermi level by $qV$ relative to the barrier top and leaves the return flow unchanged. The net current is then $J_d(e^{qV/k_BT}-1)$, as long as the barrier top stays fixed relative to the metal and remains well above both Fermi levels.

## Remark 2: Fermi statistics and the opposite limit

For $\Phi>0$ the occupation can be expanded as $f=\sum_{n\ge1}(-1)^{n+1}e^{-n\eta}$. In the $n$th term $T$ is replaced by $T/n$ in each exponential. The longitudinal integral gains a factor $1/n$, and each transverse one $n^{-1/2}$. Hence $e^{-\Phi/k_BT}$ in (1) is replaced by

$$\sum_{n=1}^{\infty}(-1)^{n+1}\frac{e^{-n\Phi/k_BT}}{n^{(d+1)/2}}
=e^{-\Phi/k_BT}\left[1-\frac{e^{-\Phi/k_BT}}{2^{(d+1)/2}}+\dots\right]. \tag{5}$$

When $\Phi$ is as low as $k_BT$, the true current is 0.85, 0.89 and 0.92 of the value from (1) for $d=1,2,3$.

In the opposite limit the barrier top lies below the Fermi level by $D=-\Phi>0$, and $T\to0$. An electron with longitudinal energy $V_b+\varepsilon$ may have transverse energy up to $D-\varepsilon$. The number of such transverse states is proportional to $(D-\varepsilon)^{(d-1)/2}$, because it is a volume in $d-1$ dimensions of radius proportional to $(D-\varepsilon)^{1/2}$. Therefore

$$J_d\propto\int_0^D d\varepsilon\,(D-\varepsilon)^{(d-1)/2}=\frac{2}{d+1}\,D^{(d+1)/2}.$$

The same power appears, but of the energy $D$ instead of $k_BT$. The current no longer vanishes as $T\to0$, and the thermionic law has ceased to apply.

## Remark 3: fixed density gives another power

The theorem holds $\Phi$ fixed. Suppose instead that the density $n$ of a nondegenerate emitter and the height $V_b$ above its band bottom are fixed. Using (4) for all $d$ directions,

$$n=g\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{d/2}e^{\mu/k_BT}.$$

Divide (1) by this and use $\Phi+\mu=V_b$:

$$\frac{J_d}{n}=q\,\frac{k_BT}{h}\left(\frac{2\pi\hbar^2}{mk_BT}\right)^{1/2}e^{-V_b/k_BT}
=q\sqrt{\frac{k_BT}{2\pi m}}\;e^{-V_b/k_BT}. \tag{6}$$

The last step uses $\hbar^2/h^2=1/4\pi^2$. The power is now $1/2$ in every dimension, and the numerical integration gives 0.500 for all three. There is no conflict: at fixed $n$ the Fermi level moves with $T$, and the factor $T^{d/2}$ is hidden in that motion. A power of $T$ has a meaning once it is said which energy stands in the exponential.

## Remark 4: what transverse conservation does

Suppose that every electron moving towards the barrier with *total* energy above $V_b$ escaped. At fixed $\mathbf k_\perp$ we still have $v_x\,dk_x=dE/\hbar$, so the current is $gq/h$ times the integral over energy of $f(E)M(E)$. Here $M(E)\propto E^{(d-1)/2}$ counts the transverse states with energy below $E$. For $d=3$ the temperature dependence is

$$\int_{V_b}^{\infty}E\,e^{-(E-\mu)/k_BT}dE=k_BT\,(V_b+k_BT)\,e^{-\Phi/k_BT}.$$

When $V_b\gg k_BT$ the bracket is nearly constant and the power is close to 1. With $V_b=0.30$ eV the numerical powers are 1.000, 1.042 and 1.086 for $d=1,2,3$. For $d>1$ the escape rule thus changes the power when the barrier stands high above the band bottom; for $d=1$ the two rules are the same. The total-energy rule cannot hold under assumption 1. For $d=3$ it asks for $(V_b+k_BT)/k_BT\approx12.6$ times the flux that the states at the barrier top can carry, so it needs an interface whose far side offers many more states. With the same band at the top, scattering before the barrier leaves the power $(d+1)/2$ unchanged, as Remark 1 shows. At $V_b=0$ the two rules coincide.

## Remark 5: unequal masses

If the band has principal masses $m_x,m_y,m_z$ along the axes, the proof goes through unchanged. The longitudinal mass cancels in (3), and each transverse direction carries its own mass in (4). For $d=3$, $m$ becomes $\sqrt{m_ym_z}$, and $T^2$ stays.

## Remark 6: reading a barrier from data

Differentiating the logarithm of (1) with respect to $1/k_BT$ gives an apparent activation energy

$$-\frac{d\ln J_d}{d(1/k_BT)}=\Phi+\frac{d+1}{2}\,k_BT,$$

because $\ln T^{p}=-p\ln(1/k_BT)+\text{const}$. Dividing the data by a power that is wrong by $1/2$ therefore shifts the inferred barrier by $k_BT/2$, about 13 meV at 300 K.

A barrier that drifts as $\Phi=\Phi_0-aT$ breaks assumption 5 in a way that is hard to see, since

$$e^{-\Phi/k_BT}=e^{a/k_B}\,e^{-\Phi_0/k_BT}.$$

The power of $T$ survives, but the apparent prefactor is multiplied by $e^{a/k_B}$, and the plot returns $\Phi_0$ instead of the barrier at the temperature of use.

## Worked example: chromium on n-type silicon

Take a barrier $\Phi=0.60$ eV, a rough typical value for this contact. Silicon has six equivalent conduction valleys. The model gives each an isotropic mass $0.32\,m_0$ and two spin states, so $g=12$. At 300 K:

- $k_BT=25.852$ meV, so $\Phi/k_BT=23.209$ and $e^{-\Phi/k_BT}=8.326\times10^{-11}$;
- $qk_BT/h=1.0015\times10^{-6}$ A;
- the transverse factor (4) is $1.3145\times10^{6}$ cm⁻¹ per direction.

One valley ($g=2$) in three dimensions gives

$$J_3=2(1.0015\times10^{-6})(1.3145\times10^{6})^2(8.326\times10^{-11})=2.88\times10^{-4}\ \text{A/cm}^2,$$

and six valleys give $1.73\times10^{-3}$ A/cm², or 17.3 A/m². The model's Richardson constant is 231 A/(cm² K²). The effective value commonly used for real n-type silicon contacts is about 110, roughly half of this, because some electrons that reach the barrier top are reflected or scattered back.

Now heat the contact to 360 K with $\Phi$ held fixed. The exponential grows by $e^{23.209(1-300/360)}=e^{3.868}\approx47.9$, and the prefactor by $1.2^2=1.44$. The current rises 68.9 times, to 0.119 A/cm². For a model sheet and wire with the same barrier and mass, the prefactor grows by 1.31 and 1.20, and the current by 62.9 and 57.4. The dimension is a modest correction to a steep exponential, so finding the power from data requires knowing how the barrier varies with temperature.

## What the example leaves out

The estimates below are separate, at 300 K, and are not meant to be multiplied into a prediction.

**Band shape.** With rough silicon masses $m_t=0.19\,m_0$ and $m_l=0.92\,m_0$ and current along a cube axis, two valleys have the transverse mass $m_t$ and four have $\sqrt{m_tm_l}$. This raises the current by a factor 1.07. Nonparabolicity, $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=0.5$ eV⁻¹ and $E$ counted from the local band bottom at the barrier top, makes the number of transverse states proportional to $E(1+\alpha E)$. Its thermal average changes $J_3$ by $1+2\alpha k_BT=1.03$.

**Field at the contact.** For $10^{16}$ cm⁻³ ionized donors, the bulk band bottom lies 0.204 eV above the Fermi level, which leaves a band bending of $0.600-0.204=0.396$ eV. With relative permittivity 11.7, the depletion approximation then gives a width of 226 nm and a peak field $F=0.035$ MV/cm. This is about 0.12 of a rough breakdown field of 0.3 MV/cm. Let $s$ be the distance from the metal into the semiconductor. The image force adds $-q^2/16\pi\epsilon s$ to the electron's energy $-qFs$. The sum is greatest at $s=\sqrt{q/16\pi\epsilon F}=2.97$ nm, where the top is lowered by $\sqrt{q^3F/4\pi\epsilon}=20.7$ meV. The current grows by $e^{20.7/25.85}=2.23$. Keeping the free-carrier tail and the fall of the field with $s$ shifts these figures to 0.034 MV/cm, 3.04 nm, 20.3 meV and 2.20. The factor applies only if 0.60 eV is the barrier before lowering; a barrier read from current–voltage data already includes the lowering.

**Tunnelling and reflection.** Near this rounded top, a parabolic barrier transmits the fraction $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$ at energy $\varepsilon$ above the top. For the light mass along the current, $\hbar\omega=30.8$ meV. Averaging over the Boltzmann factor gives a net gain of 1.06 in this parabolic model. The parabola's quantum length $\sqrt{\hbar/m\omega}\approx3.6$ nm exceeds the distance from the top to the metal, so the parabola is a poor picture of the real barrier. It also leaves out reflection at the steep potential drop into the metal, which outweighs this gain (itself only 1.01 for the two valleys with the heavy mass along the current). A one-dimensional Schrödinger solution on the band-plus-image profile can include it. With the metal as a flat well 3 to 10 eV deep and the image term cut off 0.01 to 0.2 nm from the metal, the net factor summed over valleys lies between about 0.25 and 0.55. This picture of the metal is crude, so the range gives only the likely sign and size: a loss of about a factor of two or more.

**Finite mobility.** Let the electron density at the barrier top be $n_t$, with equilibrium value $n_e$. Under a small forward voltage $V$, emission carries $qv_e(n_t-n_e)$, and drift with diffusion supplies $qv_d(n_ee^{qV/k_BT}-n_t)$, where $v_e=\sqrt{k_BT/2\pi m}$ and $v_d$ is mobility times field. Equating the two and eliminating $n_t$ multiplies the net current by $1/(1+v_e/v_d)$. With a rough mobility of 1200 cm²/Vs, $v_e=4.8\times10^6$ cm/s and $v_d=4.2\times10^7$ cm/s, so the factor is 0.90. Here $v_d$ is a measure of supply, not a speed that electrons reach, and the estimate is rough. Integrating over the image-rounded top, where the force vanishes, lowers $v_d$ to $3.0\times10^7$ cm/s and the factor to 0.86. The mean free path, about 40 nm, is also longer than $k_BT/qF\approx7$ nm, so drift–diffusion is stretched beyond its range here.

**An uneven or drifting barrier.** If patches conduct independently and their barriers have a Gaussian spread $\sigma$, averaging $e^{-\Phi/k_BT}$ multiplies the current by $e^{\sigma^2/2(k_BT)^2}$. For $\sigma=30$ meV this is 1.96. It depends on $T$, so the pure power law is lost. A drift of 0.2 meV/K, taken as an illustration, leaves the current at 300 K unchanged but multiplies the apparent prefactor by 10.2.

**Degeneracy.** By (5) the relative correction is $2\times10^{-11}$, which is negligible.

**Beside the real contact.** The barrier, doping and mobility are ordinary for lightly doped silicon, but real barriers vary with surface preparation, and annealing can turn the chromium into a silicide with a barrier of its own. Among the effects sized here, image-force lowering and lateral unevenness raise the 300 K current by about a factor of two each, and reflection at the metal lowers it by a similar or larger factor. An uncertainty of 60 meV in $\Phi$ matters more: it changes the current by $e^{60/25.85}\approx10$. The value $1.7\times10^{-3}$ A/cm² is therefore the model's current for the stated barrier, and a real diode may differ from it by an order of magnitude. The remaining figures are in the numerical output.

## Calculated quantities

```
Barrier Phi = 0.60 eV; T1 = 300 K; T2 = 360 K
Model mass = 0.32 m0; valleys = 6
kB T1 = 25.852 meV; Phi/(kB T1) = 23.209
q kB T1/h = 1.0015e-06 A
Transverse factor per direction = 1.3145e+06 1/cm
exp(-Phi/(kB T1)) = 8.3261e-11
k-space tests: band depth v_b = 0.30 eV
d=1, one valley: J(T1) = 1.6678e-16 A
  J(T2) = 9.5772e-15 A; J ratio = 57.43
  power = 1.00000; prefactor ratio = 1.2000
  power: fixed density 0.500; total-energy rule 1.000
  Fermi/Boltzmann current at Phi = kB T: 0.8515
d=2, one valley: J(T1) = 2.1922e-10 A/cm
  J(T2) = 1.3791e-08 A/cm; J ratio = 62.91
  power = 1.50000; prefactor ratio = 1.3145
  power: fixed density 0.500; total-energy rule 1.042
  Fermi/Boltzmann current at Phi = kB T: 0.8910
d=3, one valley: J(T1) = 2.8817e-04 A/cm2
  J(T2) = 1.9858e-02 A/cm2; J ratio = 68.91
  power = 2.00000; prefactor ratio = 1.4400
  power: fixed density 0.500; total-energy rule 1.086
  Fermi/Boltzmann current at Phi = kB T: 0.9205
Free-electron Richardson constant = 120.173 A/(cm2 K2)
Six-valley model constant = 230.73 A/(cm2 K2)
Contact J(T1) = 1.7290e-03 A/cm2 = 17.290 A/m2
Contact J(T2) = 1.1915e-01 A/cm2
Neglected effects at T1, each as a separate estimate:
Rough masses: mt = 0.19 m0, ml = 0.92 m0
Anisotropic/isotropic current = 1.069
Nonparabolicity 0.5 1/eV: current factor 1.026
Donors = 1.0e+16 1/cm3; eps_r = 11.7
Band bending = 0.396 eV; width = 226 nm
Peak field = 0.0350 MV/cm
Field/rough breakdown (0.3 MV/cm) = 0.117
Image lowering = 20.7 meV at 2.97 nm
Image-force current factor = 2.23
Barrier-top quantum = 30.8 meV
Tunnelling plus reflection factor = 1.062
Mobility = 1200 cm2/Vs (rough)
Emission velocity = 4.755e+06 cm/s
Mobility times field = 4.197e+07 cm/s
Finite-mobility current factor = 0.898
Barrier spread 30 meV: current factor 1.96
Barrier drift 0.2 meV/K: prefactor x 10.2
Relative degeneracy correction, d=3: 2.1e-11
```
